# Why lightly doped silicon becomes opaque to sub-gap lamp light when hot

**Question.** A lightly doped silicon wafer lies under a tungsten lamp. Much of the lamp's infrared light has photon energy below the room-temperature band gap. Why does this light pass through the cold wafer almost unabsorbed, yet heat the same wafer strongly once it is hot?

**Answer.** Over most of the lamp's spectrum, light below the gap can be absorbed in two main ways. It can lift an electron across the gap with the help of a lattice vibration, or it can accelerate carriers that are already free. In the cold wafer the first process lacks energy, except for light within one or two phonon energies of the gap, and the second lacks carriers. Heating narrows the gap and creates electron-hole pairs, and the narrower gap also increases the number of pairs.

The question concerns the sub-gap light alone. For a blackbody filament at 2800 K, about 29% of the radiated power lies above the cold gap, and that part can be absorbed across the gap even in a cold wafer.

The algebra uses atomic units, with $\hbar=k_B=4\pi\epsilon_0=1$ and electron charge and mass of unit size. Thus $T$ is a thermal energy, and the light frequency $\omega$ is also the photon energy.

## What the wafer does with a given absorption coefficient

Let $\alpha$ be the absorption coefficient, $d$ the thickness, $R$ the reflectance of one face and $a=e^{-\alpha d}$. A fraction $1-R$ enters. Each pass absorbs a fraction $1-a$ of what starts it, and $Ra$ survives to start the next pass. Adding intensities, which assumes that interference averages out, gives the absorptance

$$A=(1-R)(1-a)\sum_{j=0}^{\infty}(Ra)^j=\frac{(1-R)(1-a)}{1-Ra}.$$

For $\alpha d\ll1$, $1-a\approx\alpha d$ and $1-Ra\approx1-R$, so $A\approx\alpha d$. For $\alpha d\gg1$, $A\to1-R$. The change from transparent to opaque therefore occurs near optical depth $\alpha d=1$.

## How the gap shrinks

Consider a lattice mode with coordinate $Q$ (unit mass) and frequency $\Omega_g$. In a harmonic mode $\langle Q\rangle=0$, so the leading thermal shift of the gap comes from a term $-bQ^2$. Half the mode's energy is potential:

$$\tfrac12\Omega_g^2\langle Q^2\rangle=\tfrac12\Omega_g\left(n_g+\tfrac12\right),\qquad n_g=\frac1{e^{\Omega_g/T}-1}.$$

Hence $\langle Q^2\rangle=(n_g+\tfrac12)/\Omega_g$. The zero-point part belongs to the gap $E_0$ at zero temperature. With $S=b/\Omega_g$,

$$E_g(T)=E_0-\frac{S}{e^{\Omega_g/T}-1}.$$

When $T\gg\Omega_g$, $n_g\approx T/\Omega_g-\tfrac12$ and the gap falls linearly. One effective mode stands for all modes and for thermal expansion. The sign and size of $S$ are taken from the known behaviour of silicon; this argument does not derive them.

## How the smaller gap opens interband absorption

The valence and conduction band edges of silicon lie at different crystal momenta. A photon supplies almost no momentum, so a phonon of energy $\Omega_e$ must supply it. I take the coupling as constant near the edge, the valence band as full and the conduction band as empty.

Because the phonon relaxes the momentum condition, any hole state may pair with any electron state of suitable energy. Each parabolic band has a density of states proportional to the square root of energy. If $\Delta$ is the energy left after crossing the gap, the number of pairs per unit energy is proportional to

$$\int_0^\Delta\sqrt{\varepsilon(\Delta-\varepsilon)}\,d\varepsilon
=2\Delta^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{8}\Delta^2,$$

where $\varepsilon=\Delta\sin^2\theta$. The squared oscillator matrix elements are $n_e$ for absorbing a phonon and $n_e+1$ for emitting one, with $n_e=1/(e^{\Omega_e/T}-1)$. Therefore

$$\alpha_{\rm ib}=C\left[n_e(\omega-E_g+\Omega_e)^2+(n_e+1)(\omega-E_g-\Omega_e)^2\right].$$

Each term is present only when its bracket is positive. The constant $C$ contains the coupling, whose slow variation with photon energy is neglected. In this one-phonon model absorption starts at $\omega=E_g-\Omega_e$, so gap shrinkage moves the threshold towards longer wavelengths. Real silicon has a weak tail below this threshold, from exciton binding and from processes with more than one phonon. At room temperature it is roughly 0.02 cm⁻¹ at 1200 nm, still far too weak to make the wafer opaque.

## How heat creates free carriers

For nondegenerate carriers with density-of-states mass $m_d$, the effective density of states is

$$N_c=\int_0^\infty\frac{\sqrt2\,m_d^{3/2}}{\pi^2}\sqrt\varepsilon\,e^{-\varepsilon/T}d\varepsilon
=2\left(\frac{m_dT}{2\pi}\right)^{3/2},$$

because the energy integral is $\sqrt\pi\,T^{3/2}/2$. The valence-band value $N_v$ has the same form. In the product of electron density $n$ and hole density $p$ the Fermi level cancels:

$$np=n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2T}.$$

With all donors ionized, neutrality gives $n-p=N_d$. Substituting $p=n_i^2/n$ gives $n^2-N_dn-n_i^2=0$, whose positive root is

$$n=\frac{N_d}{2}+\sqrt{\frac{N_d^2}{4}+n_i^2}.$$

Cold, $n\approx N_d$; hot, $n\approx p\approx n_i$.

The effect of the shrinking gap on $n_i$ appears in the local activation energy. Since $\sqrt{N_cN_v}\propto T^{3/2}$,

$$E_a=T^2\frac{d\ln n_i}{dT}=\frac32T+\frac12\left(E_g-T\frac{dE_g}{dT}\right).$$

If $E_g=G-sT$, then $e^{-E_g/2T}=e^{s/2}e^{-G/2T}$. The linear shrinkage multiplies the density by a constant, while the extrapolated gap $G$ sets the exponential slope. At 900 K the formula gives 0.737 eV, and a numerical derivative of the Fermi-Dirac density gives 0.736 eV. Omitting $dE_g/dT$ would give 0.575 eV.

## Why free carriers absorb

A carrier of mass $m$ in a field $F\cos\omega t$, with collision time $\tau$, obeys $m\dot v=F\cos\omega t-mv/\tau$. The sign of the charge does not affect the power. The steady solution is

$$v=\mathrm{Re}\left[\frac{F\tau/m}{1-i\omega\tau}e^{-i\omega t}\right],\qquad
\langle Fv\cos\omega t\rangle=\frac{F^2\tau}{2m(1+\omega^2\tau^2)}.$$

Without collisions the velocity is a quarter cycle out of phase with the force, and the mean power vanishes. Dividing the power absorbed by $N$ carriers per volume by the intensity $cn_rF^2/8\pi$, where $n_r$ is the refractive index, gives

$$\alpha_{\rm fc}=\frac{4\pi N\tau}{cn_rm(1+\omega^2\tau^2)}
\approx\frac{4\pi N}{cn_rm^2\mu\omega^2}\quad(\omega\tau\gg1).$$

The last form uses the mobility $\mu=\tau/m$. Electron and hole contributions add. Heating raises $N$ and lowers $\mu$, and both changes increase absorption. The factor $1/\omega^2$ favours long wavelengths. The total is $\alpha=\alpha_{\rm ib}+\alpha_{\rm fc}$.

## Numbers for a wafer

The parameters are rough silicon values. The wafer has $10^{15}$ donors per cm³, $d=725$ µm, $n_r=3.45$ and $R=0.303$. The other inputs are in the numerical output.

Take 1550 nm light, with photon energy 0.800 eV. At 300 K the gap is 1.124 eV, so the interband threshold is $1.124-0.058=1.066$ eV and that process is closed. For the electrons, in atomic units, $N=1.48\times10^{-10}$, $\mu=3.29\times10^4$ and $\omega=0.0294$. Then

$$\alpha_{\rm fc}=\frac{4\pi(1.48\times10^{-10})}{137\times3.45\times0.26^2\times3.29\times10^4\times0.0294^2}
\approx2.05\times10^{-12},$$

or $3.9\times10^{-4}$ cm⁻¹. Multiplying by 0.0725 cm gives an absorptance of only $2.8\times10^{-5}$.

At 1000 K the gap is 0.882 eV. The interband threshold, 0.824 eV, is still too high, so the change at this wavelength comes from carriers:

- The electron density has risen by a factor of 1050, to $1.05\times10^{18}$ cm⁻³.
- The electron mobility has fallen from 1400 to 77.8 cm²/Vs, a factor of 18. This extrapolates the room-temperature law $T^{-2.4}$ to 1000 K; phonon-scattering models with a similar slope at 300 K fall by only about 10 to 15.
- The electron contribution is thus $3.87\times10^{-4}\times1050\times18\approx7.3$ cm⁻¹.
- The hole contribution is larger by $(0.26^2\times77.8)/(0.37^2\times31.8)\approx1.21$, giving about 8.8 cm⁻¹.

The small finite-$\omega\tau$ correction brings the sum to 16.0 cm⁻¹. The optical depth is 1.16 and $a=0.313$, so

$$A=\frac{0.697(1-0.313)}{1-0.303\times0.313}\approx0.53.$$

At 1200 K the interband process has opened too. It supplies 24 cm⁻¹ beside 105 cm⁻¹ from carriers, and $A$ has reached its limit of 0.70.

The division of labour depends on wavelength. These are the temperatures at which $\alpha d=1$; "frozen gap" keeps the 300 K gap in both the interband edge and $n_i$.

| Light | Full | Frozen gap | No carriers |
|---|---|---|---|
| 1240 nm | 662 K | 1190 K | 662 K |
| 1550 nm | 986 K | 1136 K | 1169 K |
| 2500 nm | 908 K | 1032 K | above 1600 K |

At 1240 nm the moving edge does the work. At 2500 nm carriers do it, and the gap helps by increasing their number. The 1550 nm light is absorbed later than either neighbour: it lies too far below the cold edge for early interband absorption, and its carrier absorption is weaker than at 2500 nm because of the $1/\omega^2$ factor.

Averaged over lamp light from 0.4 to 1.0 eV, weighted by the power in the filament's blackbody spectrum, absorptance rises from $4.4\times10^{-5}$ at 300 K to 0.63 at 1000 K. With the gap frozen, the 1000 K value is 0.29; without carriers it is 0.16. Shrinkage raises $n_i$ at this temperature by

$$\exp\left(\frac{1.124-0.882}{2\times0.0862}\right)\approx4.1,$$

where 0.0862 eV is the thermal energy.

This band stops below the cold threshold of 1.066 eV. If it is extended to the cold gap at 1.124 eV, phonon-assisted absorption near the edge raises the 300 K average to $4.3\times10^{-3}$, while the 1000 K value is 0.64. The contrast for sub-gap light from 0.4 eV up to the gap is then about 150.

## How far the estimate can be trusted

The light quantum exceeds the thermal energy, so the classical treatment of free carriers needs a check. Suppose a carrier goes from momentum $\mathbf k$ to $\mathbf k'$ by absorbing a photon and scattering nearly elastically, with constant matrix element $V$. If $\mathbf A$ is the light's vector-potential amplitude, the two orders of events have energy denominators $+\omega$ and $-\omega$. Their sum is proportional to $V\mathbf A\cdot(\mathbf k-\mathbf k')/(m\omega)$.

Squaring and averaging over directions gives a factor proportional to $k^2+k'^2$, hence to $2\varepsilon+\omega$, where $\varepsilon$ is the initial energy. The initial and final densities of states supply $\sqrt{\varepsilon(\varepsilon+\omega)}$. The squared amplitude contributes $\omega^{-2}$, $A^2$ at fixed intensity another $\omega^{-2}$, and the energy per event $\omega$, so $\alpha\propto\omega^{-3}$ times the thermal integral. Subtracting stimulated emission and setting $x=\omega/T$, $t=\varepsilon/T$, the ratio to the classical high-frequency limit is

$$q(x)=\frac{1-e^{-x}}{4x}\int_0^\infty\sqrt{t(t+x)}\,(2t+x)e^{-t}dt,\qquad q(0)=1.$$

There is one more factor. Mobility contains the mean of $\tau$, whereas high-frequency absorption contains the mean of $1/\tau$. For this scattering $1/\tau\propto\sqrt t$, and the conductivity average has weight $t^{3/2}e^{-t}$, so

$$\langle\tau\rangle\langle1/\tau\rangle=\frac{\Gamma(2)\Gamma(3)}{\Gamma(5/2)^2}=\frac{32}{9\pi}.$$

For such nearly elastic scattering in a parabolic band, the combined correction at 1550 nm is 1.57 at 300 K and 1.10 at 1000 K. The final state lies 0.8 eV above the band edge, where the band is no longer parabolic; a nonparabolicity of 0.5 per eV changes these values to about 1.35 and 0.82. Scattering between conduction-band valleys by energetic phonons makes it larger, especially in the cold wafer. The correction remains small beside the model's contrast between cold and hot absorptance, which at 1550 nm is a factor of more than $10^4$. Empirical fits for silicon, extrapolated to the cold, lightly doped wafer, put free-carrier absorption from several times to several tens of times above this estimate. That reduces the contrast but leaves the cold wafer almost transparent.

Real wafers of this kind become opaque at very roughly 800 to 1000 K, and an empirical fit to hot, lightly doped silicon lies about three to four times above the model at 1550 nm, reaching $\alpha d=1$ near 880 K. The model's turn-on is thus late by roughly 100 K. The model omits electron-hole scattering and transitions between valence bands, both of which add absorption. A fourfold increase in free-carrier absorption, about the size of this shortfall, lowers the 1550 nm turn-on from 986 to 875 K. Lowering the interband edge by another 0.058 eV, to imitate absorption of a second phonon, gives 963 K. Coatings, patterns and light returned by chamber walls also change the absorbed power and are not modelled.

The lamp itself creates carriers in a cold wafer. If 20 W/cm² is absorbed at 1.5 eV per photon and the carriers live 10 µs, their mean density is $1.1\times10^{16}$ cm⁻³. In this model the 1550 nm optical depth is then still only $8.5\times10^{-4}$, and a fiftyfold larger free-carrier absorption would raise it only to about 0.04. A well-passivated wafer can have a much longer carrier lifetime. Auger recombination then caps the density near $9\times10^{16}$ cm⁻³ at this power. The cold 1550 nm optical depth is about 0.006 in the model and up to about 0.1 with the larger empirical cross-sections.

Light doping is essential to the cold half of the answer. With the lattice mobility held fixed, $3.6\times10^{18}$ donors per cm³ would give a cold optical depth of 0.1 at 1550 nm. This figure is too high for real wafers. Impurity scattering lowers the mobility, and empirical fits reach the same optical depth at roughly $10^{17}$ to $6\times10^{17}$ donors per cm³. A heavily doped wafer can therefore absorb sub-gap light before heat has created any appreciable number of carriers.

## Table of computed values

```
INPUTS (rough silicon values)
gap at 0 K 1.17 eV, shift S 0.17 eV
phonons: gap 0.04 eV, edge 0.058 eV
edge strength C 8000 cm^-1 eV^-2
masses: DOS 1.1, n 0.26, p 0.37 m_e
300 K mobility n 1400, p 450 cm2/Vs
mobility powers n -2.4, p -2.2
donors 1.0e+15 cm^-3, thickness 725 um
index 3.45, R 0.303, limit 1-R 0.697
filament 2800 K, band 0.4-1.0 eV
lamp power above cold gap: 0.293 of total
T(K) | Eg(eV) | ni, n, p (cm^-3)
300 | 1.124 | 1.05e+10, 1.00e+15, 1.10e+05
600 | 1.024 | 4.08e+15, 4.61e+15, 3.61e+15
800 | 0.954 | 1.25e+17, 1.25e+17, 1.24e+17
1000 | 0.882 | 1.05e+18, 1.05e+18, 1.05e+18
1200 | 0.810 | 4.61e+18, 4.61e+18, 4.61e+18
1550 nm photon energy 0.7999 eV
T(K) | 1550 nm: free, interband (cm^-1), A | lamp-band A
300 | 3.87e-04, 0.00e+00, 2.81e-05 | 4.42e-05
600 | 1.93e-02, 0.00e+00, 1.40e-03 | 6.61e-03
800 | 1.15e+00, 0.00e+00, 7.70e-02 | 1.77e-01
1000 | 1.60e+01, 0.00e+00, 5.29e-01 | 6.27e-01
1200 | 1.05e+02, 2.43e+01, 6.97e-01 | 6.97e-01
T(K) at optical depth 1: full | frozen gap | no carriers
1240 nm (1.000 eV): 662 | 1190 | 662
1550 nm (0.800 eV): 986 | 1136 | 1169
2500 nm (0.496 eV): 908 | 1032 | >1600
1000 K band A: full 0.627, frozen gap 0.294, no carriers 0.157
ni gain from gap shrinkage at 1000 K: 4.07
1000 K mobility n 77.8, p 31.8 cm2/Vs
omega*tau at 1550 nm, 1000 K: n 14.0, p 8.1
900 K activation energy: formula 0.737, numerical 0.736 eV
900 K naive Eg/2+3kT/2: 0.575 eV
ni equals donor density at 543 K
donors for cold optical depth 0.1 at 1550 nm: 3.6e+18 cm^-3
NEGLECTED EFFECTS
quantum/Drude ratio, 1550 nm, 300 K: 1.57
quantum/Drude ratio, 1550 nm, 1000 K: 1.10
density error from degeneracy, 1200 K: 0.70%
stimulated emission exp(-E/kT), 1550 nm, 1200 K: 4.4e-04
index shift at 0.4 eV, 1200 K: -0.035
1550 nm turn-on, edge lower by 0.058 eV: 963 K
1550 nm turn-on, free absorption x4: 875 K
cold wafer: 20 W/cm2 absorbed at 1.5 eV, lifetime 10 us
  photo-carriers 1.1e+16 cm^-3, 1550 nm depth 8.5e-04
```
